# Isosteric heat of adsorption from the slope of log pressure

**Q.** You have a surface partly covered with atoms, a vapour above it, a pressure gauge and a thermometer. No calorimeter. I doubt that these can tell you a heat. What ties the gauge to the surface at all?

**A.** Equilibrium does. Take a closed vessel at temperature $T$ and volume $V$, holding $N_{\rm tot}$ atoms. The surface has a fixed number $M$ of sites, of which $N$ are occupied, so the coverage is $\theta=N/M$. The substrate is inert: it offers sites but does not react or dissolve atoms. The free energy is

$$F_{\rm tot}=F_a(N,T)+F_g(N_{\rm tot}-N,V,T).$$

At fixed $T$ and $V$ it is a minimum with respect to $N$. The gas loses each atom that the surface gains, hence the minus sign in

$$\frac{\partial F_{\rm tot}}{\partial N}=\mu_a-\mu_g=0 .$$

So $\mu_a(\theta,T)=\mu_g(p,T)$. The pressure of the gas at temperature $T$ reads the chemical potential of the adsorbate.

**Q.** You still need $\mu_g$ as a function of pressure.

**A.** For an ideal gas of atoms of mass $m$ it follows from the levels of a box. Along one edge of length $L$ they are $n^2h^2/(8mL^2)$. They are closely spaced compared with $k_BT$, so the sum over $n$ becomes an integral:

$$\int_0^\infty e^{-n^2h^2/(8mL^2k_BT)}\,dn=\frac12\sqrt{\frac{8\pi mL^2k_BT}{h^2}}=\frac{L}{\lambda},\qquad \lambda=\frac{h}{\sqrt{2\pi mk_BT}} .$$

Three directions and $g_g$ internal states give $g_gV/\lambda^3$ per atom. For $N_g$ identical atoms, Stirling's formula for $N_g!$ gives

$$F_g=-N_gk_BT\left[\ln\frac{g_gV}{N_g\lambda^3}+1\right].$$

In the derivative with respect to $N_g$, the logarithm contributes a term that cancels the 1. With $V/N_g=k_BT/p$,

$$\mu_g=k_BT\ln\frac{p\lambda^3}{g_gk_BT}.$$

Now divide by $T$. Since $\lambda^3/T\propto T^{-5/2}$,

$$\frac{\mu_g}{T}=k_B\ln p-\frac52k_B\ln T+\text{constant}.$$

Because $\ln T=-\ln(1/T)$, the derivative of the second term with respect to $1/T$ is $+\tfrac52k_BT$. This is the enthalpy per atom, $h_g=\tfrac32k_BT+k_BT$. Therefore

$$d\!\left(\frac{\mu_g}{T}\right)=h_g\,d\!\left(\frac1T\right)+k_B\,d\ln p .$$

**Q.** The gas is easy. The adsorbate vibrates, and its atoms repel one another. You will need a model.

**A.** Not for this step. From $F_a=U_a-TS_a$,

$$d\!\left(\frac{F_a}{T}\right)=U_a\,d\!\left(\frac1T\right)+\frac{dU_a}{T}-dS_a .$$

At fixed $N$ and $M$ no work is done and no atoms are added, so $dU_a=T\,dS_a$ and the last two terms cancel. Thus $\partial(F_a/T)/\partial(1/T)=U_a$. Differentiate both sides with respect to $N$ and exchange the order of the derivatives. Since $\mu_a=\partial F_a/\partial N$,

$$\left[\frac{\partial(\mu_a/T)}{\partial(1/T)}\right]_\theta=\left(\frac{\partial U_a}{\partial N}\right)_{T,M}.$$

Fixed $N$ at fixed $M$ is the same as fixed $\theta$. Now change the temperature and adjust the pressure so that $\theta$ stays put. The gauge and the thermometer cannot show that it does: you also need a signal that depends on coverage alone, though it need not be calibrated. Such a path is called an isostere. Both chemical potentials remain equal along it, so their changes are equal:

$$h_g\,d\!\left(\frac1T\right)+k_B\,d\ln p=\left(\frac{\partial U_a}{\partial N}\right)_{T,M}d\!\left(\frac1T\right).$$

Rearranged, this is

$$q_{\rm st}\equiv h_g-\left(\frac{\partial U_a}{\partial N}\right)_{T,M}=-k_B\left[\frac{\partial\ln p}{\partial(1/T)}\right]_\theta=k_BT^2\left(\frac{\partial\ln p}{\partial T}\right)_\theta .$$

The last form uses $d(1/T)=-dT/T^2$. The left side is a heat: when one atom passes from gas to surface at constant $p$ and $T$, the gas gives up $h_g$, the adsorbate takes up $\partial U_a/\partial N$, and the difference leaves as heat. The volume of the adsorbed layer is neglected.

**Q.** I would have used the mean energy per adsorbed atom, $U_a/N$. Why the derivative?

**A.** Write $U_a=N\,u(\theta)$. Then $\partial U_a/\partial N=u+\theta\,du/d\theta$. The second term is the change that the new atom makes to the energy of those already there. It vanishes when $u$ does not depend on coverage, and otherwise it matters.

This can be tested on a lattice small enough to list every configuration. If the surface exchanges atoms with the gas, a state with $N$ atoms and energy $E$ has a weight $e^{\alpha N-\beta E}$, where $\beta=1/k_BT$ and $\alpha=\beta\mu$. Differentiating the mean atom number gives

$$d\langle N\rangle=\mathrm{var}(N)\,d\alpha-\mathrm{cov}(N,E)\,d\beta .$$

At fixed $\langle N\rangle$ this yields $d\alpha/d\beta=\mathrm{cov}(N,E)/\mathrm{var}(N)$, which is the differential energy expressed through fluctuations.

I took periodic square lattices of 4×4 and 5×4 sites at 1100 K with a repulsion of 50 meV between neighbours; the other parameters are those of the example below. At coverages 0.10, 0.25 and 0.60 the numerical slope of $\ln p$ agreed with $h_g-\mathrm{cov}/\mathrm{var}$ to within $10^{-6}$ eV. At coverage 0.25 on the larger lattice the slope gives 3.413 eV. The mean energy would have given 3.434 eV, which is 21 meV too much.

**Q.** Then show me a surface for which I can work out the pressure by hand.

**A.** Use a lattice gas in the mean-field approximation. An atom on a site sits in a well of depth $\varepsilon$, measured from an atom at rest far away. It has $g_a$ internal states and three vibrations of frequencies $\omega_i$. The partition function of one occupied site is

$$q_s=g_a\,e^{\varepsilon/k_BT}\prod_{i=1}^3\frac{1}{2\sinh(\hbar\omega_i/2k_BT)} .$$

Each site has $z$ neighbours, and two neighbouring atoms repel with energy $w$. Mean field fills neighbouring sites at random, with probability $\theta$. Counting each pair once gives the interaction energy $\tfrac12Nzw\theta=zwN^2/(2M)$. With the number of arrangements included,

$$F_a=-k_BT\ln\frac{M!}{N!(M-N)!}-Nk_BT\ln q_s+\frac{zwN^2}{2M}.$$

By Stirling's formula, the derivative of the logarithm of the number of arrangements is $\ln[(M-N)/N]$. Hence

$$\mu_a=k_BT\ln\frac{\theta}{1-\theta}-k_BT\ln q_s+zw\theta .$$

The factor $\tfrac12$ has gone: the new atom feels $zw\theta$, twice the average interaction energy per atom. Setting $\mu_a=\mu_g$ and solving for $p$,

$$p=\frac{g_gk_BT}{\lambda^3}\,\frac1{q_s}\,\frac{\theta}{1-\theta}\,e^{zw\theta/k_BT}.$$

For the heat, apply $-k_B\,\partial/\partial(1/T)=-\partial/\partial\beta$ to $\ln p$, factor by factor:

- The gas prefactor varies as $\beta^{-5/2}$ and gives $+\tfrac52k_BT$.
- The factor $1/q_s$ gives $+\partial\ln q_s/\partial\beta=\varepsilon-u_{\rm vib}$, with $u_{\rm vib}=\sum_i\tfrac12\hbar\omega_i\coth(\hbar\omega_i/2k_BT)$.
- The factor $\theta/(1-\theta)$ is constant on an isostere and gives nothing.
- The exponential gives $-zw\theta$.

So, in this model,

$$q_{\rm st}=\varepsilon-zw\theta-u_{\rm vib}+\tfrac52k_BT .$$

When $k_BT\gg\hbar\omega_i$, $u_{\rm vib}\to3k_BT$ and $q_{\rm st}\to\varepsilon-zw\theta-\tfrac12k_BT$. As $\theta\to0$, the pressure becomes proportional to $\theta$ and the repulsion drops out of the heat. As $\theta\to1$, the pressure diverges while the heat stays finite: the last sites are hard to fill for reasons of entropy, which the slope does not see. That limit belongs to the model: a real vapour condenses as bulk once it reaches its saturation pressure, which for the numbers below happens at a coverage of roughly 0.85 to 0.9.

**Q.** Put numbers in.

**A.** Take erbium on an inert refractory surface near 1100 K, under conditions of molecular-beam epitaxy. Erbium suits the theory because its vapour is essentially monatomic. The free atom has 13 ground states; I take the adsorbed atom as trivalent, with 16. These constants change the pressure but not its logarithmic slope. The remaining values are rough model choices: $\varepsilon=3.50$ eV, vibrational quanta of 12, 4 and 4 meV, $z=4$, $w=50$ meV, and sites 0.38 nm apart.

At $T=1100$ K and $\theta=0.25$, $k_BT=0.09479$ eV and $zw\theta=0.050$ eV. The gas prefactor is $2.196\times10^{13}$ Torr and $\ln q_s=48.093$. Then

$$\ln\frac{p}{\rm Torr}=30.720-48.093+\ln\frac13+\frac{0.050}{0.09479}=-17.94,$$

or $p=1.6\times10^{-8}$ Torr. The heat is

$$q_{\rm st}=3.500-0.050-0.2845+0.2370\approx3.40\ {\rm eV},$$

about 328 kJ/mol. Classical vibrations would change it by only 0.2 meV.

At the same temperature the model gives 3.432 eV at coverage 0.10 and 3.352 eV at 0.50. The drop of 0.080 eV over 0.40 in coverage returns $zw=0.20$ eV. Isosteres at several coverages thus measure the repulsion, as far as mean field holds. With correlations included, the same two coverages would return about 0.217 eV, some 8% too high.

**Q.** An experiment has no derivative. It has two readings, and your heat depends on temperature.

**A.** Integrating the slope between two temperatures gives the average of $q_{\rm st}$ over $1/T$. At $\theta=0.25$ the pressures are $2.915\times10^{-9}$ Torr at 1050 K and $7.670\times10^{-8}$ Torr at 1150 K. Hence

$$q=\frac{k_B\ln(p_2/p_1)}{1/T_1-1/T_2}=\frac{(8.617\times10^{-5}\ {\rm eV/K})(3.2699)}{8.2816\times10^{-5}\ {\rm K^{-1}}}\approx3.40\ {\rm eV}.$$

The temperature dependence hardly matters here. In the classical limit it comes from $-\tfrac12k_BT$. Let $\beta$ run over a relative half-width $\delta$ about its midpoint. The average of $1/\beta$ exceeds its midpoint value by the fraction $\delta^2/3$, to leading order. With $\delta=0.045$, the heat shifts by about $-0.03$ meV.

Losing the coverage is far worse. Suppose it falls from 0.25 to 0.24 while you heat from 1050 to 1150 K. At fixed temperature,

$$\frac{\partial\ln p}{\partial\theta}=\frac1{\theta(1-\theta)}+\frac{zw}{k_BT}\approx5.3+2.1=7.4 ,$$

so the upper $\ln p$ is too low by about 0.074. Multiplied by $k_B/(1/T_1-1/T_2)=1.04$ eV, this lowers the apparent heat by 77 meV, to 3.325 eV. The words "at fixed coverage" carry real weight.

**Q.** Kinetics people quote an activation energy for desorption. Is that the same number?

**A.** It is close, but not equal. A gas of density $p/k_BT$ strikes unit area at the rate

$$J=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

In equilibrium the desorption rate equals $SJ$, where $S$ is the sticking probability. Assume that $S$ does not depend on temperature, and that the layer stays in internal equilibrium when the gas is pumped away, so that it desorbs at the same rate. Along an isostere $\ln J=\ln p-\tfrac12\ln T+$ constant, and therefore

$$E_{\rm des}=-k_B\left[\frac{\partial\ln(SJ)}{\partial(1/T)}\right]_\theta=q_{\rm st}-\tfrac12k_BT .$$

Here this is $3.402-0.047=3.355$ eV. An activated $S$ would add its own activation energy.

The same $\tfrac12k_BT$ appears if the gauge is kept at a fixed temperature $T_{\rm gauge}$ of its own. At the low pressures of the example, atoms hardly ever collide on their way to it. A steady reading then means equal fluxes in both directions through its opening, so $p_{\rm gauge}/\sqrt{T_{\rm gauge}}=p/\sqrt T$. Uncorrected readings would give $q_{\rm st}-\tfrac12k_BT$, which is 47 meV too low. The gauge must also be hot enough that erbium does not condense in it. At these pressures that means near 1000 K, far above where an ordinary gauge works, so for erbium the gauge is an idealisation.

The same flux tells you how long to wait. At 1100 K, $J=1.32\times10^{12}$ cm$^{-2}$ s$^{-1}$. The layer holds $0.25\times6.93\times10^{14}$ atoms per cm$^2$, so for $S=1$ it is exchanged in about 131 s. At 1050 K the pressure is 5.5 times lower and the time, which scales as $\sqrt T/p$, is about 12 minutes. Wait several such times before taking a reading: after only one, a layer that started empty is still well short of its final coverage.

**Q.** Your surface is tidy. What have you left out, and how much does it move 3.40 eV?

**A.** Each of these estimates is a shift of the mean-field heat at 1100 K and $\theta=0.25$:

- Correlations: $+10.5$ meV on the 5×4 lattice, with the 4×4 lattice within about 0.1 meV of it; on a large lattice it settles at about $+10.4$ meV. At this low coverage repelling atoms can avoid one another, so the new atom pays less than $zw\theta$. The shift vanishes at half coverage and changes sign above it.
- Lateral anharmonicity: about $-17$ meV. A cosine potential with the assumed spacing and lateral frequency has a barrier of 0.47 eV, only about five times $k_BT$. Anharmonicity of the vertical vibration is much smaller, about $-1$ meV for a Morse well of depth $\varepsilon$.
- Excited levels of the free atom: of order $+1$ meV. The value in the output rests on rough level positions, so only its sign and order of magnitude are meaningful.
- Crystal-field splitting of the adsorbed atom into eight evenly spaced doublets over an assumed 30 meV: $+1.0$ meV, with $\varepsilon$ measured to the centre of the levels.
- Repulsion beyond nearest neighbours: possibly the largest shift. If the repulsion fell off as $1/r^3$, as between parallel dipoles, the sum over the square lattice would replace $z=4$ by about 9.0. In mean field this lowers the heat by about 63 meV.

Gas non-ideality is negligible: even with an assumed pair well of 1 eV, the relative correction to the pressure is about $10^{-10}$. Bulk erbium should not condense either, since the pressure is about 0.8% of a rough model estimate of its vapour pressure, a figure good only to a factor of two or so.

**Q.** And in a real growth chamber?

**A.** The flux above would supply about 0.002 layers per second, far below a host growth rate of roughly one layer per second; it is in the range of a dilute component. Two assumptions are fragile. First, the vapour usually comes as a beam from a source at another temperature, and the layer may be growing. Suppose the incoming flux exceeds the equilibrium flux by 10% at 1050 K but matches it at 1150 K. The inferred heat then falls by $1.04\ln1.1\approx0.10$ eV. Second, silicon is not inert: erbium forms silicides with it. If the vapour is in equilibrium with both silicon and such a compound, the two solids fix the chemical potential of erbium. The slope then gives the heat, per erbium atom, of forming the compound from vapour and silicon, and the lattice-gas formula no longer applies. I have not computed that heat, so 3.40 eV should not be carried over to silicon.

**Q.** In chemical vapour deposition the gas is often molecular. Does the rule survive if a molecule splits on the surface?

**A.** Yes, with a changed count. If $A_2$ gives two adsorbed atoms, minimising the free energy gives $\mu_{A_2}=2\mu_a$. Repeating the steps along an isostere,

$$-k_B\left[\frac{\partial\ln p_{A_2}}{\partial(1/T)}\right]_\theta=h_{A_2}-2\left(\frac{\partial U_a}{\partial N}\right)_{T,M}.$$

The slope is now the heat per molecule, and half of it is the heat per adsorbed atom. The pressure must be the partial pressure of $A_2$, not the total in the chamber. If the reaction cannot run backwards at the growth temperature, there is no equality of chemical potentials to start from, and the slope of log pressure is then no longer guaranteed to be a heat of adsorption.

The numerical output below lists the main values used here.

## Computed results

```
Er mass: 167.259 u
States per atom, gas / adsorbed: 13 / 16
Well depth eps: 3.50 eV
Vibrational quanta: 12, 4, 4 meV
Neighbours z: 4; pair repulsion w: 50 meV
Site spacing: 0.38 nm
Site density: 6.93e+14 cm^-2
Temperature T0: 1100 K; coverage: 0.25
kT at T0: 0.09479 eV
Thermal wavelength at T0: 4.070 pm
g_gas*kT/lambda^3 at T0: 2.196e+13 Torr
ln(site partition function) at T0: 48.0928
Gas enthalpy 5kT/2: 0.2370 eV
Vibrational energy u_vib: 0.2845 eV
Classical value 3kT: 0.2844 eV
Repulsion term z*w*theta: 0.0500 eV
p at 1050 K: 2.915e-09 Torr; ln(p/Torr) = -19.6533
p at 1100 K: 1.612e-08 Torr; ln(p/Torr) = -17.9435
p at 1150 K: 7.670e-08 Torr; ln(p/Torr) = -16.3834
q_st at T0, coverage 0.10: 3.4324 eV
q_st at T0, coverage 0.25: 3.4024 eV
q_st at T0, coverage 0.50: 3.3524 eV
Main result q_st: 3.4024 eV = 328.3 kJ/mol
q_st with classical vibrations: 3.4026 eV
1/T_low - 1/T_high: 8.2816e-05 1/K
ln(p_high/p_low): 3.2699
Two-temperature heat: 3.4025 eV
Temperature at midpoint of 1/T: 1097.7 K
Two-temperature minus midpoint heat: -32.61 micro-eV
Heat if coverage falls by 0.01 on heating: 3.3253 eV
Error from that drift: -77.3 meV
Desorption Arrhenius energy: 3.3551 eV
Equilibrium flux: 1.320e+12 cm^-2 s^-1
Layer exchange time, sticking 1: 131 s
Lattice q_st, 4x4 / 5x4 sites: 3.4131 / 3.4130 eV
Wrong heat from mean energy, 4x4 / 5x4: 3.4345 / 3.4344 eV
Shift, correlations (5x4): +10.5 meV
Lateral barrier implied: 0.468 eV
Shift, lateral anharmonicity: -16.8 meV
Shift, excited gas levels: +1.63 meV
Assumed crystal-field width: 30 meV
Shift, crystal field: +1.02 meV
Assumed gas pair well: 1.0 eV
Gas non-ideality |B|p/kT: 9.6e-11
Assumed bulk cohesion: 3.3 eV; quantum: 12 meV
Rough bulk vapour pressure at T0: 2.1e-06 Torr
Ratio p/p_bulk at T0: 7.6e-03
```
